Why spin-conserving scattering damps spin waves but not uniform precession

**Definitions and conventions**

Spin densities are in units of ħ and fields are energies. A spin density s in a field h has energy −h·s and precesses as ħ ∂ₜs = s×h. The equilibrium direction is z, transverse components are combined as a₊ = aₓ + i a_y, and a spin wave has m₊ ∝ exp(iqx − iωt), where m is the unit vector of the magnetization. With this sign of precession, Gilbert damping reads

∂ₜm = m×h/ħ − α m×∂ₜm.

For small angles (m×∂ₜm)₊ = i ∂ₜm₊ = ω m₊, so the equation gives ω = ω_q − iαω. Here ω_q is the undamped frequency, and positive α means decay.

The metal has total spin density S = s₀ + L₀, where s₀ belongs to mobile electrons and L₀ to localized ones. The mobile share is p = s₀/S. Mobile electrons have Fermi velocity v, momentum relaxation time τ, exchange splitting Δ and N states per energy and volume for each spin. Scattering comes from static, isotropic, spin-independent disorder. All electrons have the same g-factor, and there is no spin-orbit coupling. Exchange is treated in mean field, with Δ and ħ/τ well below the Fermi energy E_F, and ħω and ħvq well below Δ.

**What is conserved**

Kinetic energy, spin-independent disorder and rotationally invariant exchange all commute with the total spin. Only the external field, of size ħω₀, turns it:

ħ ∂ₜS_tot = S_tot×h_ext, hence S_tot,₊ ∝ exp(−iω₀t).

Uniform precession is therefore undamped, however often the electrons scatter. A collision changes an electron's velocity but leaves its spin in the sum.

At finite q, spin also moves from place to place. With a conservative exchange stiffness K, so that ħω_q = ħω₀ + Kq², the spin balance is

−iωS m₊ + iq j₊ = −iω_q S m₊. (1)

The current j₊ carries transverse spin along x. It contains the electron velocity, which disorder does not conserve, so this current can relax and dissipate energy.

**Kinetic equation for the spin current**

Write the electron distribution as the spin matrix f = n/2 + s·σ and the local energy as ε = ħ²k²/2m* − h·σ/2, with m* the effective mass. To first order in gradients, the equation of motion of the density matrix is

∂ₜf + vₓ∂ₓf = −(i/ħ)[ε, f] + (1/2ħ){∂ₓε, ∂f/∂kₓ} + collisions.

The commutator gives the precession s×h/ħ. The spin part of the anticommutator is −(1/4ħ) ∂ₓh ∂n/∂kₓ. Since n = 2f₀, with f₀ the Fermi function, ∂n/∂kₓ = 2ħvₓ ∂f₀/∂E. Integration over energy at fixed direction turns this term into +χvₓ∂ₓh, with χ = N/2. The equilibrium polarization is s₀ = NΔ/2 = χΔ.

Isotropic collisions drive each direction towards the angular average ⟨s⟩ and preserve that average. With θ the angle between velocity and x, the linear transverse equation is

∂ₜs₊ + v cosθ ∂ₓ(s₊ − χh₊) = −(i/ħ)(Δs₊ − s₀h₊) − (s₊ − ⟨s₊⟩)/τ. (2)

A static texture with s₊ = χh₊ in every direction makes each term vanish. A twist at rest therefore drives no dissipative current in this description.

A moving texture differs. Average (2) over angle and drop the divergence of the current, which is of second order in q:

ħω⟨s₊⟩ = Δ⟨s₊⟩ − s₀h₊.

Dividing s₀h₊ by Δ gives χh₊ = (1 − ħω/Δ)⟨s₊⟩, so

⟨s₊⟩ − χh₊ = (ħω/Δ)⟨s₊⟩. (3)

This mismatch is s₀ times the small angle between the spins and the field they precess about. If it is uniform it drives nothing; its gradient drives a current.

Now set s₊ = ⟨s₊⟩ + s₁, where s₁ is of first order in q. Equation (2) gives

(1/τ + iΔ/ħ − iω) s₁ = −iqv cosθ (ħω/Δ)⟨s₊⟩.

Neglect ω beside Δ/ħ, and put ⟨s₊⟩ = s₀m₊, which holds up to relative corrections of at most order ħω/(pΔ), below 1% in the example further down. The current is j₊ = ⟨v cosθ s₁⟩. With ⟨cos²θ⟩ = 1/3 and the diffusivity D = v²τ/3,

j₊ = −iqω (ħs₀D/Δ) m₊ / (1 + iΔτ/ħ).

Because iqωm₊ = ∂ₓ(m×∂ₜm)₊, and 1/(1 + ix) = (1 − ix)/(1 + x²), the dissipative part is

j_diss = −σ⊥ ∂ₓ(m×∂ₜm), σ⊥ = (ħs₀D/Δ) / [1 + (Δτ/ħ)²].

The remaining part is a quarter period out of phase and only shifts the frequency.

**The quadratic law**

Solving (1) for the frequency gives ω = ω_q + q j₊/(S m₊). Its dissipative part is −i(σ⊥/S)q²ω. Comparison with ω = ω_q − iαω yields

α(q) = ηq², η = σ⊥/S = p (ħ/Δ)(v²τ/3) / [1 + (Δτ/ħ)²]. (4)

One factor of q comes from the gradient that drives the current. The other comes from its divergence, since a uniform current deposits no spin.

The decay rate of the amplitude is α(q)ω. It grows as q² while the external field dominates ω_q, and as q⁴ once Kq² dominates.

For Δτ ≪ ħ, η = pħv²τ/(3Δ): a longer free path carries more spin. For Δτ ≫ ħ, η = pħ³v²/(3Δ³τ): exchange precession averages the current out between collisions, and cleaner metal damps less. At fixed p, v and Δ the largest η lies at τ = ħ/Δ.

**The same result from exact orbitals**

Let |n⟩ and Eₙ be the orbitals and energies in one disorder potential, before exchange splitting. A magnetization wave of small tilt β exposes the electrons to a rotating field Δβ. It lifts an up electron in n to a down state m with matrix element (Δβ/2)⟨m|e^{iqx}|n⟩, up to sign. The occupation difference supplies a factor ħω, so the golden rule gives the absorbed power per volume V:

P = (π/2) Δ²β² ħω² M/V,
M = Σ |⟨m|e^{iqx}|n⟩|² δ(Eₙ − E_F − Δ/2) δ(E_m − E_F + Δ/2).

The wave stores ħωSβ²/2 per volume and loses it at rate 2αω, so P = αħω²Sβ². Therefore

α(q) = πΔ²M/(2SV).

At q = 0 the two orbitals are orthogonal, because their energies differ by Δ, and α vanishes for any such potential. At small q the commutator of the Hamiltonian with e^{iqx} gives

(E_m − Eₙ)⟨m|e^{iqx}|n⟩ ≈ ħq⟨m|vₓ|n⟩.

The energy difference has magnitude Δ, so Δ²M becomes ħ²q² times the same sum over |⟨m|vₓ|n⟩|².

Isotropic scattering leaves no memory of the velocity direction, so after averaging over the disorder the sum reduces to one over momentum states, each with its own velocity and spread in energy into a Lorentzian of half-width ħ/2τ. Two of them, centred Δ apart, overlap as a Lorentzian of half-width ħ/τ, so the velocity sum per volume is

(Nv²/3)(1/π)(ħ/τ) / [Δ² + (ħ/τ)²].

Inserting this with N = 2s₀/Δ reproduces (4).

A numerical test used eight disordered cubic lattices of 8×8×8 sites, all spin mobile, and random site energies spread over 3 hopping energies. For Δ = 1 and 2 hoppings, the orbital sums gave η = 1.27 and 0.186 squared lattice constants, against 1.08 and 0.176 from (4). The Fermi level was at the band centre, τ was the Born value, and the delta functions were Gaussians of width 0.1 hopping. The sums are uncertain by about ±0.03 and ±0.008 from sample scatter; 10×10×10 lattices give 1.26 and 0.194, the coherent-potential value for the infinite lattice is 1.24 and 0.195, and doubling the Gaussian width raises the sums to about 1.35 and 0.20. The excess over the formula is thus roughly 15% and 10%; its causes were not separated. In one sample with Δ = 1, doubling q raised α by a factor of 4.14, and α at q = 0 was zero to rounding. Adding a random field along z, fixed in space and between −0.5 and +0.5 hopping (so that each spin's site energy shifts by at most 0.25), gave α = 0.04 at q = 0. What protects uniform precession is conservation of total spin.

**How large it is**

Take a parabolic band with the free-electron mass and round values in the rough regime of permalloy: E_F = 5 eV, Δ = 1 eV, τ = 3 fs, magnetization 800 kA/m, K = 4 meV nm² and a uniform frequency of 10 GHz. Then v = 1.33 nm/fs and D = 1.76 nm²/fs. The spin densities are s₀ = 3.81 and S = 43.1 nm⁻³, so p = 0.088. With Δτ/ħ = 4.56 and ħ/Δ = 0.658 fs,

η = 0.0883 × 0.658 × 1.759 / (1 + 4.558²) ≈ 0.0047 nm² = 4.7×10⁻²¹ m².

At q = 0.1 nm⁻¹, a wavelength of 63 nm, α = 4.7×10⁻⁵. The quantum ħω is 0.081 meV, and this channel alone would let the amplitude live for about 170 ns. These two numbers omit dipolar fields, which are not small here (gμ_Bμ₀M = 0.12 meV): in a 20 nm film they move the quantum to 0.074–0.11 meV and the lifetime to 120–180 ns, depending on geometry. At q = 0.4 nm⁻¹ the full solution of (2) gives α = 8.9×10⁻⁴, 19% above ηq². Higher powers of q matter there, and since (2) keeps only first gradients, that excess shows their size and is not a refined prediction.

**Beside real permalloy**

Real permalloy has a uniform damping of roughly 0.008, mainly from spin-orbit coupling, which the model omits. The model's contribution at 63 nm is about 0.6% of that. Its weakest assumption is the split into few mobile and many localized spins, because the d electrons that carry most of the moment also move. Setting p = 1 at fixed v, τ and Δ raises η elevenfold, to 0.053 nm². At the same magnetization this needs eleven times the density of states and hence a resistivity of only 2 μΩ cm, so it is a formal variation and not a description of permalloy. Then ηq² would reach 0.008 at q = 0.39 nm⁻¹, a wavelength of 16 nm. With p = 0.088 the formal crossing is at 1.3 nm⁻¹, beyond the 1.15 nm⁻¹ where spin-flip excitations of the clean band reach zero energy, so it has no meaning as a prediction. The full equation (2) reaches 0.008 earlier, at 0.84 nm⁻¹ for p = 0.088 and 0.37 nm⁻¹ for p = 1, but at 0.84 nm⁻¹ ħvq is already 0.7Δ, outside the range of the derivation.

The finite ratio Δ/E_F, with lifetimes set by each spin's density of states, changes η by only 0.5%. Real permalloy has a much stronger lifetime contrast between the spins, which this estimate does not cover. Electron-electron collisions also conserve total spin yet can relax the spin current. Both spin states in the golden rule lie at the Fermi level and only ħω is absorbed, so the phase space of these collisions is set by temperature: the added broadening is of order (πk_BT)²/2E_F ≈ 0.001 eV at 300 K, up to a coupling factor, beside ħ/τ = 0.22 eV. It raises η by 0.3%, or 3% if ten times larger, and the sign is positive because the example lies on the clean side, Δτ > ħ. The factor 1.7 in the output belongs to a broadening Δ²/E_F = 0.2 eV, the scale for an electron excited Δ above the Fermi level; it only shows how sensitive η is to the total width. At 300 K the thermal energy is 0.026 eV, small beside Δ.

Eddy currents are a separate loss that survives at q = 0. In a film of thickness t and conductivity σ_c, a changing in-plane magnetization M induces an electric field of size μ₀z∂ₜM at height z from the midplane. For precession mainly in the film plane, averaging z² to t²/12 and equating the Joule loss to the Gilbert loss gives

α_eddy = γσ_cμ₀²Mt²/12,

with γ the gyromagnetic ratio. A perpendicularly magnetized film precesses circularly within the plane and gives this full value. With the magnetization in the plane, demagnetization cancels the flux of the out-of-plane component, so the value falls to 0.9 of this for the elliptical orbit at 10 GHz and to half in the limit of a circular orbit. For 20 nm and the model's 23 μΩ cm this is 3×10⁻⁵, comparable to the spin-current term at 63 nm.

**What to do about it**

For waves longer than about 60 nm, in a metal with these parameters and a background near 0.008, the spin-current channel alone gives little reason to go beyond a constant α: it adds less than 1% for p = 0.088 and at most about 7% for p = 1. These shares rest on the assumed Δ = 1 eV: at the same N, v, τ, S and resistivity, the share at 60 nm rises to 2% for Δ = 0.5 eV, 5% for 0.3 eV and 12% for 0.1 eV, so they are not bounds for real alloys. For shorter waves, or a much lower background, add the torque +η∂ₓ²(m×∂ₜm) to the linearized equation of motion. This form is derived for small angles and for ħvq well below Δ, so it cannot be carried to arbitrarily short waves.

To extract η from linewidths, compare modes of different q in the same film, so that τ stays fixed, and plot α against q². The intercept contains spin-orbit and other uniform losses. The slope equals η only if all modes lie within the range of the q² law and those losses do not themselves vary with q. Using the same film does not guarantee the second condition: spin-orbit loss that works through momentum relaxation can change once qvτ is no longer very small. In the example qvτ is 0.4 at q = 0.1 nm⁻¹, and a change of just 1% in a background of 0.008 would already exceed the spin-current term. Eddy-current loss must be modelled for each mode, since it depends on the mode profile. Inhomogeneous broadening and two-magnon scattering must also be separated out, because they too can change from mode to mode and imitate or hide a q² slope. If thickness is used to vary q, surface scattering may change τ as well: the model's mean free path is already 4 nm.

Within the range of the q² law, and with v, Δ and p unchanged, purifying a metal that already has Δτ > ħ lowers this part of the damping. Where Δτ < ħ, purifying raises it until Δτ reaches ħ. The values for other wavevectors are in the numerical output below.

Computed results

```
Fermi energy 5.0 eV, splitting 1.0 eV
relaxation time 3.0 fs
magnetization 800 kA/m
stiffness 4.0 meV nm^2
uniform frequency 10 GHz
uniform quantum 0.0414 meV
Fermi velocity 1.326 nm/fs
mean free path 3.98 nm
electron density 50.8 nm^-3
DOS per spin 7.62 /(eV nm^3)
mobile spin density 3.81 hbar/nm^3
total spin density 43.13 hbar/nm^3
mobile share p 0.0883
gap*tau/hbar 4.558
diffusivity v^2 tau/3 1.759 nm^2/fs
eta 0.00469 nm^2 = 4.694e-21 m^2
eta if all spin were mobile (p=1) 0.0532 nm^2
q 0.05/nm: energy 0.0514 meV, alpha 1.177e-05, eta q^2 1.174e-05
  amplitude lifetime 1089 ns
q 0.10/nm: energy 0.0813 meV, alpha 4.743e-05, eta q^2 4.694e-05
  amplitude lifetime 170.6 ns
q 0.20/nm: energy 0.2012 meV, alpha 1.957e-04, eta q^2 1.878e-04
  amplitude lifetime 16.72 ns
q 0.40/nm: energy 0.6789 meV, alpha 8.907e-04, eta q^2 7.511e-04
  amplitude lifetime 1.088 ns
background damping (input) 0.0080
q where eta q^2 = background 1.305 /nm
same q for p=1 0.388 /nm
kinetic test: largest deviation 2.83e-03
kinetic alpha(0.04)/alpha(0.02) 4.0049
lattice alpha at q=0 5.4e-30
lattice alpha at q=0, fixed random field 0.0397
lattice alpha(2q)/alpha(q) 4.143
lattice tau 1.490 hbar/hopping
lattice gap 1 hopping: eta 1.270, formula 1.082 a^2
lattice gap 2 hopping: eta 0.186, formula 0.176 a^2
spectral/formula at weak splitting 0.99996
Neglected effects, example numbers:
finite gap/E_F, unequal lifetimes: eta x 0.995
Stoner continuum reaches zero energy at 1.147 /nm
disorder broadening hbar/tau 0.219 eV
e-e broadening, crude scale 0.20 eV: eta x 1.70
resistivity of model 23.3 uOhm cm
eddy-current damping, 20 nm film 3.18e-05
thermal energy at 300 K 0.0259 eV
```
